# Lateral field or lateral displacement: permittivity of a tilted uniaxial grain: a program that tests the result

```python
# Result under test: a tilted uniaxial grain between parallel electrodes
# contributes eps_zz when it is wide (lateral field zero), and 1/(eps^-1)_zz
# when its lateral displacement is blocked (lateral displacement zero).
# Symbols: z = electrode normal, x = lateral direction, tilt = angle between
# optic axis and z, eps_par / eps_perp = relative permittivity along / across
# the optic axis. Lengths in the field solver are in nm, the voltage is 1.
# The solver uses bilinear finite elements for div(eps grad phi) = 0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def tensor3(eps_par, eps_perp, tilt, azimuth=0.0):
    axis = np.array([np.sin(tilt) * np.cos(azimuth),
                     np.sin(tilt) * np.sin(azimuth), np.cos(tilt)])
    return eps_perp * np.eye(3) + (eps_par - eps_perp) * np.outer(axis, axis)


def tensor_xz(eps_par, eps_perp, tilt):
    return tensor3(eps_par, eps_perp, tilt)[np.ix_([0, 2], [0, 2])]


def wide_formula(eps_par, eps_perp, tilt):
    return eps_par * np.cos(tilt)**2 + eps_perp * np.sin(tilt)**2


def blocked_formula(eps_par, eps_perp, tilt):
    return eps_par * eps_perp / (eps_par * np.sin(tilt)**2
                                 + eps_perp * np.cos(tilt)**2)


def solve_film(column_tensors, width, height, nz, periodic=False):
    """Return effective permittivity and central field ratio E_x/E_z.
    Non-periodic sides carry the natural condition D_x = 0."""
    tensors = np.asarray(column_tensors)
    nx = len(tensors)
    hx, hz = width / nx, height / nz
    ncol = nx if periodic else nx + 1
    element = np.zeros((nx, 4, 4))
    points = 0.5 + np.array([-0.5, 0.5]) / np.sqrt(3)
    for u in points:
        for v in points:
            grad = np.array([[-(1 - v) / hx, (1 - v) / hx, -v / hx, v / hx],
                             [-(1 - u) / hz, -u / hz, (1 - u) / hz, u / hz]])
            element += hx * hz / 4 * np.einsum(
                'ai,cab,bj->cij', grad, tensors, grad)
    i, k = np.meshgrid(np.arange(nx), np.arange(nz), indexing='ij')
    right = (i + 1) % ncol
    nodes = np.stack([i * (nz + 1) + k, right * (nz + 1) + k,
                      i * (nz + 1) + k + 1, right * (nz + 1) + k + 1], axis=-1)
    shape = (nx, nz, 4, 4)
    rows = np.broadcast_to(nodes[..., :, None], shape).ravel()
    cols = np.broadcast_to(nodes[..., None, :], shape).ravel()
    data = np.broadcast_to(element[:, None], shape).ravel()
    total = ncol * (nz + 1)
    stiffness = coo_matrix((data, (rows, cols)), shape=(total, total)).tocsr()
    level = np.tile(np.arange(nz + 1), ncol)
    phi = np.where(level == nz, 1.0, 0.0)
    free = np.flatnonzero((level > 0) & (level < nz))
    load = -(stiffness @ phi)[free]
    phi[free] = spsolve(stiffness[free][:, free].tocsc(), load)
    effective = phi @ (stiffness @ phi) * height / width
    p = phi.reshape(ncol, nz + 1)
    a, b = nx // 2, nz // 2
    c = (a + 1) % ncol
    ex = -(p[c, b] + p[c, b + 1] - p[a, b] - p[a, b + 1]) / (2 * hx)
    ez = -(p[a, b + 1] + p[c, b + 1] - p[a, b] - p[c, b]) / (2 * hz)
    return effective, ex / ez


def solve_grain(tensor, width, height, cells):
    h = min(width, height) / cells
    nx, nz = int(round(width / h)), int(round(height / h))
    return solve_film([tensor] * nx, width, height, nz)


# Rough typical inputs for hBN and the example geometry
eps_par, eps_perp = 3.5, 7.0
tilt = np.radians(45.0)
thickness, voltage = 10.0, 1.0
eps = tensor_xz(eps_par, eps_perp, tilt)
exx, exz, ezz = eps[0, 0], eps[0, 1], eps[1, 1]
wide = wide_formula(eps_par, eps_perp, tilt)
blocked = blocked_formula(eps_par, eps_perp, tilt)

# Both limits from the field equation, for two different materials and tilts.
# Size increments remove the constant edge or end contribution.
for par, perp, angle in [(eps_par, eps_perp, tilt),
                         (20.0, 5.0, np.radians(30.0))]:
    t2 = tensor_xz(par, perp, angle)
    w_form = wide_formula(par, perp, angle)
    b_form = blocked_formula(par, perp, angle)
    wide4, _ = solve_grain(t2, 4.0, 1.0, 16)
    wide6, ratio_wide = solve_grain(t2, 6.0, 1.0, 16)
    assert abs((6 * wide6 - 4 * wide4) / 2 / w_form - 1) < 2e-4
    assert abs(ratio_wide) < 3e-3
    tall4, _ = solve_grain(t2, 1.0, 4.0, 16)
    tall6, ratio_tall = solve_grain(t2, 1.0, 6.0, 16)
    assert abs((6 / tall6 - 4 / tall4) / 2 * b_form - 1) < 2e-4
    assert abs(ratio_tall + t2[0, 1] / t2[0, 0]) < 3e-3
    # Closed forms against numerical inversion and the stated difference
    assert abs(1 / np.linalg.inv(t2)[1, 1] - b_form) < 1e-10
    assert abs(w_form - b_form - t2[0, 1]**2 / t2[0, 0]) < 1e-10

# Relaxing both lateral field components lowers the energy to the blocked value
full = tensor3(eps_par, eps_perp, tilt, azimuth=0.4)
relaxed = minimize(lambda e: np.array([e[0], e[1], 1.0]) @ full
                   @ np.array([e[0], e[1], 1.0]), [0.0, 0.0])
assert abs(relaxed.fun - blocked) < 1e-6

# Tilt of largest difference, by numerical search against the closed form
search = minimize_scalar(
    lambda a: blocked_formula(eps_par, eps_perp, a)
    - wide_formula(eps_par, eps_perp, a),
    bounds=(0.01, np.pi / 2 - 0.01), method='bounded',
    options={'xatol': 1e-9})
best_tilt = np.arctan((eps_perp / eps_par)**0.25)
best_gap = (np.sqrt(eps_par) - np.sqrt(eps_perp))**2
assert abs(search.x - best_tilt) < 1e-5
assert abs(-search.fun - best_gap) < 1e-9

# Crossover with grain width; the sides carry no lateral displacement
widths = [2.0, 5.0, 10.0, 20.0, 50.0, 100.0]
solved = [solve_grain(eps, w, thickness, 32) for w in widths]
crossover = np.array([s[0] for s in solved])
assert np.all(crossover > blocked) and np.all(crossover < wide)
assert np.all(np.diff(crossover) > 0)
coarse = np.array([solve_grain(eps, w, thickness, 16)[0] for w in widths])
grid_change = np.max(np.abs(coarse - crossover))
assert grid_change < 5e-3
# Exchange of electrodes and blocked sides at a tilt of 45 degrees
square_exact = np.sqrt(eps_par * eps_perp)
assert abs(crossover[2] / square_exact - 1) < 1e-3
assert abs(crossover[0] * crossover[4] / square_exact**2 - 1) < 1e-3

# Mirror twins block each other; neighbours of equal tilt do not
mirror = tensor_xz(eps_par, eps_perp, -tilt)
single, _ = solve_film([eps] * 16, 2.0, thickness, 80)
twins, _ = solve_film([eps] * 16 + [mirror] * 16, 4.0, thickness, 80, True)
same, _ = solve_film([eps] * 32, 4.0, thickness, 80, True)
assert abs(twins - single) < 1e-8
assert abs(same - wide) < 1e-8

# Narrow columns between thin isotropic walls: partial blocking
grain_width, wall_width, eps_wall = 2.0, 0.5, 2.0
period = grain_width + wall_width
fraction = grain_width / period
beta = (fraction / exx) / (fraction / exx + (1 - fraction) / eps_wall)
partial = blocked + beta * exz**2 / exx
columns = [eps] * 16 + [eps_wall * np.eye(2)] * 4
short, _ = solve_film(columns, period, 10.0, 80, True)
tall, _ = solve_film(columns, period, 15.0, 120, True)
array_bulk = 5.0 / (15.0 / tall - 10.0 / short)
partial_solved = (array_bulk - (1 - fraction) * eps_wall) / fraction
assert abs(partial_solved / partial - 1) < 2e-4

# Device quantities
eps_oxide = 3.9  # conventional reference for equivalent oxide thickness


def capacitance(k):
    # F/m^2 to uF/cm^2 is a factor of 100
    return const.epsilon_0 * k / (thickness * 1e-9) * 100


def eot(k):
    return eps_oxide * thickness / k


field = voltage / (thickness * 1e-9) / 1e8  # MV/cm
axis = np.array([np.sin(tilt), np.cos(tilt)])
in_layer = np.array([np.cos(tilt), -np.sin(tilt)])
field_wide = field * np.array([0.0, 1.0])
field_blocked = field * np.array([-exz / exx, 1.0])
assert abs((eps @ field_blocked)[0]) < 1e-12

# Sizes of neglected effects, from rough typical inputs
strength_axis, strength_layer = 10.0, 3.0  # MV/cm
barrier, mass_ratio = 3.0, 0.5             # eV, electron masses


def decay_per_nm(z):
    energy = (barrier - voltage * z / thickness) * const.e
    return np.sqrt(2 * mass_ratio * const.m_e * energy) / const.hbar * 1e-9


log_transmission = -2 * quad(decay_per_nm, 0, thickness)[0] / np.log(10)
charge_depth, eps_channel = 1.0, 12.0      # nm, relative permittivity
channel_eot = eps_oxide * charge_depth / eps_channel
layer_spacing = 0.33                       # nm
layers_crossed = grain_width * np.sin(tilt) / layer_spacing
phonon, temperature = 0.1, 400.0           # eV, K
occupation = 1 / np.expm1(phonon * const.e / (const.k * temperature))
gap_low, gap_high = [wide_formula(s * eps_par, eps_perp, tilt)
                     - blocked_formula(s * eps_par, eps_perp, tilt)
                     for s in (1.1, 0.9)]

print("Permittivities are relative to vacuum (dimensionless)")
print(f"hBN rough inputs: along axis {eps_par:.1f}, in layers {eps_perp:.1f}")
print(f"tilt {np.degrees(tilt):.1f} deg, thickness {thickness:.1f} nm, "
      f"voltage {voltage:.1f} V")
print(f"eps_xx {exx:.4f}, eps_xz {exz:.4f}, eps_zz {ezz:.4f}")
print(f"wide-grain permittivity {wide:.4f}")
print(f"blocked-grain permittivity {blocked:.4f}")
print(f"difference {wide - blocked:.4f}, "
      f"relative to wide {100 * (1 - blocked / wide):.2f} %")
print(f"largest difference {best_gap:.4f} at tilt "
      f"{np.degrees(best_tilt):.2f} deg")
print(f"wide: D_x/D_z {exz / ezz:.4f}, E_x/E_z 0 by electrodes")
print(f"blocked: E_x/E_z {-exz / exx:.4f}")
print("Solved grains with blocked sides (equal to mirror twins):")
for w, (k, ratio) in zip(widths, solved):
    print(f"  width {w:5.1f} nm: permittivity {k:.4f}, "
          f"central E_x/E_z {ratio:.4f}")
print(f"largest change on halving the cell size {grid_change:.5f}")
print(f"square grain from exchange symmetry {square_exact:.4f}")
print(f"2 nm twins solved {twins:.4f}; equal-tilt neighbours {same:.4f}")
print(f"walls: grain {grain_width:.1f} nm, wall {wall_width:.1f} nm, "
      f"wall permittivity {eps_wall:.1f}")
print(f"  grain fraction {fraction:.2f}, beta {beta:.4f}")
print(f"  grain contribution: formula {partial:.4f}, "
      f"solved {partial_solved:.4f}")
print(f"capacitance: wide {capacitance(wide):.4f}, "
      f"blocked {capacitance(blocked):.4f} uF/cm2")
print(f"equivalent oxide thickness (reference {eps_oxide}): "
      f"wide {eot(wide):.3f}, blocked {eot(blocked):.3f} nm")
print(f"difference in equivalent oxide thickness "
      f"{eot(blocked) - eot(wide):.3f} nm")
print(f"mean normal field {field:.3f} MV/cm")
for name, vec in (("wide", field_wide), ("blocked", field_blocked)):
    print(f"{name}: field along axis {abs(vec @ axis):.3f}, "
          f"in layers {abs(vec @ in_layer):.3f} MV/cm")
    print(f"  share of rough breakdown field: "
          f"axis {abs(vec @ axis) / strength_axis:.3f}, "
          f"layers {abs(vec @ in_layer) / strength_layer:.3f}")
print(f"rough breakdown fields: axis {strength_axis:.0f}, "
      f"layers {strength_layer:.0f} MV/cm")
print(f"tunnelling: barrier {barrier:.1f} eV, mass {mass_ratio:.1f} m_e, "
      f"log10 transmission {log_transmission:.1f}")
print(f"channel charge depth {charge_depth:.1f} nm, permittivity "
      f"{eps_channel:.0f}: adds {channel_eot:.3f} nm oxide equivalent")
print(f"axis permittivity +10 % / -10 %: difference "
      f"{gap_low:.3f} / {gap_high:.3f}")
print(f"layer spacing {layer_spacing:.2f} nm: layers crossed in 2 nm grain "
      f"{layers_crossed:.1f}")
print(f"phonon {phonon:.1f} eV at {temperature:.0f} K: "
      f"occupation {occupation:.3f}")
print("done: every assertion held")
```

Running it gives:

```
Permittivities are relative to vacuum (dimensionless)
hBN rough inputs: along axis 3.5, in layers 7.0
tilt 45.0 deg, thickness 10.0 nm, voltage 1.0 V
eps_xx 5.2500, eps_xz -1.7500, eps_zz 5.2500
wide-grain permittivity 5.2500
blocked-grain permittivity 4.6667
difference 0.5833, relative to wide 11.11 %
largest difference 0.6005 at tilt 49.94 deg
wide: D_x/D_z -0.3333, E_x/E_z 0 by electrodes
blocked: E_x/E_z 0.3333
Solved grains with blocked sides (equal to mirror twins):
  width   2.0 nm: permittivity 4.7253, central E_x/E_z 0.3331
  width   5.0 nm: permittivity 4.8156, central E_x/E_z 0.3011
  width  10.0 nm: permittivity 4.9507, central E_x/E_z 0.1713
  width  20.0 nm: permittivity 5.0886, central E_x/E_z 0.0357
  width  50.0 nm: permittivity 5.1852, central E_x/E_z 0.0002
  width 100.0 nm: permittivity 5.2176, central E_x/E_z 0.0000
largest change on halving the cell size 0.00190
square grain from exchange symmetry 4.9497
2 nm twins solved 4.7256; equal-tilt neighbours 5.2500
walls: grain 2.0 nm, wall 0.5 nm, wall permittivity 2.0
  grain fraction 0.80, beta 0.6038
  grain contribution: formula 5.0189, solved 5.0189
capacitance: wide 0.4648, blocked 0.4132 uF/cm2
equivalent oxide thickness (reference 3.9): wide 7.429, blocked 8.357 nm
difference in equivalent oxide thickness 0.929 nm
mean normal field 1.000 MV/cm
wide: field along axis 0.707, in layers 0.707 MV/cm
  share of rough breakdown field: axis 0.071, layers 0.236
blocked: field along axis 0.943, in layers 0.471 MV/cm
  share of rough breakdown field: axis 0.094, layers 0.157
rough breakdown fields: axis 10, layers 3 MV/cm
tunnelling: barrier 3.0 eV, mass 0.5 m_e, log10 transmission -49.7
channel charge depth 1.0 nm, permittivity 12: adds 0.325 nm oxide equivalent
axis permittivity +10 % / -10 %: difference 0.457 / 0.730
layer spacing 0.33 nm: layers crossed in 2 nm grain 4.3
phonon 0.1 eV at 400 K: occupation 0.058
done: every assertion held
```
